# Distance Between Two Trapped Electrons from a 10 MHz Triplet Splitting: a numerical check

```python
"""
Result under test: two trapped electrons in a triplet, coupled as magnetic
point dipoles, have the axial zero-field splitting
    D = -(3/2) K,   K = (mu0/4pi) g^2 muB^2 / (h r^3),
in H = D (Sz^2 - S^2/3), so r = (1.5 * C / |D|)^(1/3) with C = K r^3.
Symbols: r pair distance (nm), g electron g factor, J exchange in J S1.S2,
delta difference of the two site frequencies, sigma orbital density width.
Frequencies are in MHz and lengths in nm unless a name says otherwise.
"""
import numpy as np
from math import erf, exp, pi, sqrt, gamma
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

g_free = abs(const.physical_constants["electron g factor"][0])
mu_b = const.physical_constants["Bohr magneton"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
rydberg_mhz = const.physical_constants["Rydberg constant times c in Hz"][0] / 1e6
C = const.mu_0 / (4 * pi) * (g_free * mu_b) ** 2 / const.h * 1e27 / 1e6


def distance(d_abs):
    return (1.5 * C / d_abs) ** (1 / 3)


# Spin operators of two electrons
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]], complex) / 2
sz = np.array([[1, 0], [0, -1]], complex) / 2
one = np.eye(2)
S1 = [np.kron(s, one) for s in (sx, sy, sz)]
S2 = [np.kron(one, s) for s in (sx, sy, sz)]
exchange_op = sum(a @ b for a, b in zip(S1, S2))


def dipolar_hamiltonian(vector, step=1e-3):
    """Dipole energy from a finite-difference Hessian of 1/r."""
    unit = np.eye(3) * step

    def inv(v):
        return 1 / np.linalg.norm(v)
    h = np.zeros((4, 4), complex)
    for i in range(3):
        for j in range(3):
            a, b = unit[i], unit[j]
            if i == j:
                second = (inv(vector + a) - 2 * inv(vector)
                          + inv(vector - a)) / step**2
            else:
                second = (inv(vector + a + b) - inv(vector + a - b)
                          - inv(vector - a + b)
                          + inv(vector - a - b)) / (4 * step**2)
            h -= C * second * S1[i] @ S2[j]
    return h


def axis(theta):
    return np.array([np.sin(theta), 0.0, np.cos(theta)])


def pick(energies, states, target):
    return energies[np.argmax(abs(states.conj().T @ target))]


def triplet_spacing(r, theta, zeeman, J, delta):
    """E(T+) + E(T-) - 2 E(T0): signed spacing of the two triplet lines."""
    h = (dipolar_hamiltonian(r * axis(theta)) + J * exchange_op
         + zeeman * (S1[2] + S2[2]) + delta / 2 * (S1[2] - S2[2]))
    e, v = np.linalg.eigh(h)
    t0 = np.array([0, 1, 1, 0]) / sqrt(2)
    basis = np.eye(4)
    return pick(e, v, basis[0]) + pick(e, v, basis[3]) - 2 * pick(e, v, t0)


# Main inversion and its check at zero field for a tilted pair
D_abs = 10.0
r = distance(D_abs)
K = C / r**3
zero_field = np.linalg.eigvalsh(dipolar_hamiltonian(r * axis(0.7)))
expected = np.array([-D_abs / 3, -D_abs / 3, 0.0, 2 * D_abs / 3])
assert np.allclose(zero_field, expected, atol=1e-4)
assert abs(r - 2.0) < 0.05
alpha = const.fine_structure
r_bohr = (3 * alpha**2 * (g_free / 2) ** 2 * rydberg_mhz / D_abs) ** (1 / 3)
assert abs(r_bohr * bohr_nm / r - 1) < 1e-7
r_low, r_high = distance(D_abs + 1), distance(D_abs - 1)
assert abs((r_high - r_low) / (2 * r) - 1 / (3 * D_abs)) < 1e-3

# High-field triplet lines
zeeman = 9500.0
spacings = []
for angle in (0.0, pi / 6, pi / 2):
    found = triplet_spacing(r, angle, zeeman, 1000.0, 0.0)
    assert abs(found + D_abs * (3 * np.cos(angle) ** 2 - 1)) < 0.03
    spacings.append(abs(found))

# Singlet admixture caused by unequal site frequencies
line_mt = 1.3
mhz_per_mt = g_free * mu_b / const.h * 1e-3 / 1e6
delta = line_mt * mhz_per_mt
J_needed = delta**2 / (4 * 0.01 * D_abs)
mixed = abs(triplet_spacing(r, 0.0, zeeman, J_needed, delta))
assert abs((mixed - 2 * D_abs) - delta**2 / (2 * J_needed)) < 0.005

# Unlike spins without exchange: splitting of the lines of one spin
h_unlike = (dipolar_hamiltonian(r * axis(0.0)) + zeeman * (S1[2] + S2[2])
            + 1000.0 * (S1[2] - S2[2]))
e, v = np.linalg.eigh(h_unlike)
level = [pick(e, v, np.eye(4)[k]) for k in range(4)]
unlike_spacing = abs((level[0] - level[2]) - (level[1] - level[3]))
assert abs(unlike_spacing - 2 * K) < 1e-3
r_unlike = (2 * C / (2 * D_abs)) ** (1 / 3)
h_check = dipolar_hamiltonian(r_unlike * axis(0.0))
diag = np.real(np.diag(h_check))
assert abs(abs(diag[0] - diag[2] - diag[1] + diag[3]) - 2 * D_abs) < 1e-3


# Spherical Gaussian orbitals, antisymmetric pair state
def sphere_factor(distance_nm, sigma):
    u = distance_nm / (2 * sigma)
    cloud = erf(u) - 2 / sqrt(pi) * exp(-u * u) * (u + 2 * u**3 / 3)
    return cloud / (1 - exp(-u * u))


def sphere_factor_quadrature(distance_nm, sigma):
    x, wx = np.polynomial.legendre.leggauss(300)
    c, wc = np.polynomial.legendre.leggauss(160)
    top = distance_nm + 14 * sigma
    q = ((x + 1) * top / 2)[:, None]
    weight = (wx * top / 2)[:, None] * wc[None, :] * q**2
    common = q**2 + distance_nm**2
    cross = 2 * q * distance_nm * c[None, :]
    phi = (np.exp(-(common - cross) / (8 * sigma**2))
           - np.exp(-(common + cross) / (8 * sigma**2)))
    density = phi**2 * weight
    kernel = (3 * c[None, :] ** 2 - 1) / q**3
    return np.sum(density * kernel) / np.sum(density) * distance_nm**3 / 2


for width in (0.4, 0.5, 0.7):
    assert abs(sphere_factor(2.0, width)
               - sphere_factor_quadrature(2.0, width)) < 1e-6

# Rough silicon nitride trap values
depth_ev, mass_ratio, eps_r, temperature = 1.5, 0.4, 7.5, 300.0
g_shift, attempt_hz = 0.003, 1e13
kappa = sqrt(2 * mass_ratio * const.m_e * depth_ev * const.e) / const.hbar * 1e-9
sigma = 1 / kappa
sphere_change = sphere_factor(r, sigma) - 1


# p-like lobes along the pair axis, same mean square radius 3 sigma^2
def lobe_factor(distance_nm, w):
    t = (w / distance_nm) ** 2
    return 1 + 24 * t + 360 * t**2


w_lobe = sqrt(3 / 5) * sigma
node, weight = np.polynomial.hermite_e.hermegauss(14)
weight = weight / weight.sum()
z1, z2, x, y = np.meshgrid(node, node, node, node, indexing="ij")
prob = np.einsum("i,j,k,l->ijkl", weight * node**2, weight * node**2,
                 weight, weight)
z = r + w_lobe * (z1 - z2)
q2 = z**2 + 2 * w_lobe**2 * (x**2 + y**2)
lobe_numeric = np.sum(prob * (3 * z**2 - q2) / q2**2.5) * r**3 / 2
assert abs(lobe_numeric - lobe_factor(r, w_lobe)) < 1e-4
r_lobe = brentq(lambda s: 1.5 * C / s**3 * lobe_factor(s, w_lobe) - D_abs, 1, 4)

# Density whose mean nearest-neighbour distance equals r
density_nm3 = (gamma(4 / 3) / r) ** 3 * 3 / (4 * pi)
mean_near = quad(lambda s: exp(-4 * pi * density_nm3 * s**3 / 3), 0, 12)[0]
assert abs(mean_near - r) < 1e-6

# Sizes of further neglected effects
tunnel = exp(-2 * kappa * r)
J_scale = depth_ev * const.e / const.h / 1e6 * tunnel
anisotropic_exchange = (g_shift / g_free) ** 2 * J_needed
coulomb_ev = const.e / (4 * pi * const.epsilon_0 * eps_r * r * 1e-9)
kt_ev = const.k * temperature / const.e
emission_s = exp((depth_ev - coulomb_ev) / kt_ev) / attempt_hz
r_gshift = (1.5 * C * ((g_free + g_shift) / g_free) ** 2 / D_abs) ** (1 / 3)

print(f"input |D|: {D_abs:.1f} MHz")
print(f"free-electron g factor: {g_free:.5f}")
print(f"dipolar constant K r^3: {C:.3f} MHz nm^3")
print(f"constant 1.5 K r^3: {1.5 * C:.3f} MHz nm^3")
print(f"r cubed: {r**3:.4f} nm^3")
print(f"pair distance r: {r:.4f} nm")
print(f"pair distance r: {r_bohr:.3f} Bohr radii")
print(f"dipolar frequency K at r: {K:.4f} MHz")
print("zero-field levels:", np.round(zero_field, 3) + 0.0, "MHz")
print(f"r for |D| = {D_abs + 1:.0f} MHz: {r_low:.3f} nm")
print(f"r for |D| = {D_abs - 1:.0f} MHz: {r_high:.3f} nm")
print(f"Zeeman frequency used: {zeeman:.0f} MHz")
print(f"triplet line spacing at 0 deg: {spacings[0]:.3f} MHz")
print(f"triplet line spacing at 30 deg: {spacings[1]:.3f} MHz")
print(f"triplet line spacing at 90 deg: {spacings[2]:.3f} MHz")
print(f"parallel spacing in field: {2 * D_abs / mhz_per_mt:.3f} mT")
print(f"rough linewidth, input: {line_mt:.1f} mT")
print(f"linewidth as frequency: {delta:.2f} MHz")
print(f"J for 1 % error at that site difference: {J_needed:.0f} MHz")
print(f"parallel spacing at that J, diagonalized: {mixed:.3f} MHz")
print(f"unlike-spin parallel spacing at r: {unlike_spacing:.3f} MHz")
print(f"r if a 20 MHz spacing is from unlike spins: {r_unlike:.3f} nm")
print(f"rough trap depth, input: {depth_ev:.1f} eV")
print(f"rough tunnelling mass, input: {mass_ratio:.1f} electron masses")
print(f"orbital decay length = sigma: {sigma:.3f} nm")
print(f"tunnelling factor exp(-2 r/decay length): {tunnel:.2e}")
print(f"crude exchange scale, no prefactor: {J_scale:.1f} MHz")
print(f"relative change of D, spherical orbitals: {sphere_change:.1e}")
print(f"lobe width w: {w_lobe:.3f} nm")
print(f"factor on D, axial p lobes at r: {lobe_factor(r, w_lobe):.4f}")
print(f"same factor by quadrature: {lobe_numeric:.4f}")
print(f"r inverted with axial p lobes: {r_lobe:.3f} nm")
print(f"trap density with mean neighbour at r: {density_nm3 * 1e21:.2e} cm^-3")
print(f"rough g shift, input: {g_shift:.3f}")
print(f"r with g raised by that shift: {r_gshift:.4f} nm")
print(f"anisotropic exchange at J for 1 %: {anisotropic_exchange:.4f} MHz")
print(f"rough relative permittivity, input: {eps_r:.1f}")
print(f"Coulomb repulsion at r: {coulomb_ev:.3f} eV")
print(f"temperature, input: {temperature:.0f} K; kT: {kt_ev:.4f} eV")
print(f"rough attempt rate, input: {attempt_hz:.0e} 1/s")
print(f"thermal emission time, repulsion included: {emission_s:.1e} s")
print("finished without a failed check")
```

Output:

```
input |D|: 10.0 MHz
free-electron g factor: 2.00232
dipolar constant K r^3: 52.041 MHz nm^3
constant 1.5 K r^3: 78.062 MHz nm^3
r cubed: 7.8062 nm^3
pair distance r: 1.9837 nm
pair distance r: 37.487 Bohr radii
dipolar frequency K at r: 6.6667 MHz
zero-field levels: [-3.333 -3.333  0.     6.667] MHz
r for |D| = 11 MHz: 1.922 nm
r for |D| = 9 MHz: 2.055 nm
Zeeman frequency used: 9500 MHz
triplet line spacing at 0 deg: 20.000 MHz
triplet line spacing at 30 deg: 12.500 MHz
triplet line spacing at 90 deg: 10.000 MHz
parallel spacing in field: 0.714 mT
rough linewidth, input: 1.3 mT
linewidth as frequency: 36.43 MHz
J for 1 % error at that site difference: 3318 MHz
parallel spacing at that J, diagonalized: 20.200 MHz
unlike-spin parallel spacing at r: 13.333 MHz
r if a 20 MHz spacing is from unlike spins: 1.733 nm
rough trap depth, input: 1.5 eV
rough tunnelling mass, input: 0.4 electron masses
orbital decay length = sigma: 0.252 nm
tunnelling factor exp(-2 r/decay length): 1.45e-07
crude exchange scale, no prefactor: 52.7 MHz
relative change of D, spherical orbitals: -9.2e-06
lobe width w: 0.195 nm
factor on D, axial p lobes at r: 1.2661
same factor by quadrature: 1.2661
r inverted with axial p lobes: 2.124 nm
trap density with mean neighbour at r: 2.18e+19 cm^-3
rough g shift, input: 0.003
r with g raised by that shift: 1.9857 nm
anisotropic exchange at J for 1 %: 0.0074 MHz
rough relative permittivity, input: 7.5
Coulomb repulsion at r: 0.097 eV
temperature, input: 300 K; kT: 0.0259 eV
rough attempt rate, input: 1e+13 1/s
thermal emission time, repulsion included: 3.7e+10 s
finished without a failed check
```
